Equilibrium dopant atmosphere around an edge dislocation

**1. Definitions and conventions**

A straight edge dislocation lies along the z axis of a linear elastic, isotropic crystal with shear modulus μ, bulk modulus K and Poisson ratio ν. Its Burgers vector has length b and points along x, and the extra half-plane lies at y > 0. In the plane, x = r cos θ and y = r sin θ. The displacement is u, the strain is ε, and the stress σ is positive in tension. The pressure

p = −(σxx + σyy + σzz)/3 = −K div u

is positive in compression.

A substitutional dopant replaces one host atom. Its relaxation volume ΔV is the resulting volume change of a large crystal with traction-free surfaces, at a fixed number of lattice sites. It is negative for a dopant that contracts the crystal. The fraction of sites occupied by dopants is x_d, and the dopant density is c. Far from the line these are x0 and c0, and the interaction energy E is zero there.

The algebra uses atomic units, in which the electron charge has size 1, and kT is kept as an energy. Numbers are in eV and Å, with densities in cm⁻³, temperatures in K and elastic constants in GPa.

**2. Theorem**

Assume that:

(a) the point considered lies outside a core radius rc, where linear elasticity is used;

(b) the dopant acts as a small sphere with a purely dilatational misfit and the stiffness of the host;

(c) dopants interact with each other only by excluding double occupation of a site;

(d) electrostatic energies are negligible;

(e) dopants have had time to exchange with the remote crystal.

Then

E(r,θ) = pΔV = A sin θ/r, A = μb(1+ν)ΔV/[3π(1−ν)],

x_d/(1−x_d) = [x0/(1−x0)] exp(−E/kT).

When x_d and x0 are both small,

c(r,θ) = c0 exp[−A sin θ/(r kT)].

A contracting dopant (A < 0) gathers on the compressed side, y > 0. An expanding one gathers at y < 0.

The proof needs the pressure field, the coupling of a misfit to that field, and the statistics of sites.

**3. Lemma 1: the pressure of the dislocation**

The field is

ux = (b/2π){θ + xy/[2(1−ν)r²]},

uy = −(b/2π){(1−2ν) ln r/[2(1−ν)] + (x²−y²)/[4(1−ν)r²]}, uz = 0,

and its pressure is

p = μb(1+ν) sin θ/[3π(1−ν)r].

*Proof.* The needed derivatives are

∂x θ = −y/r², ∂x(xy/r²) = y(y²−x²)/r⁴,

∂y ln r = y/r², ∂y[(x²−y²)/r²] = −4x²y/r⁴.

Hence

(2π/b) div u = −y/r² + y(y²−x²)/[2(1−ν)r⁴] − (1−2ν)y/[2(1−ν)r²] + x²y/[(1−ν)r⁴].

The second and fourth terms add to y/[2(1−ν)r²]. Together with the third they give νy/[(1−ν)r²]. Therefore

div u = −(b/2π)[(1−2ν)/(1−ν)] y/r².

Equilibrium requires (1−2ν)∇²u + ∇(div u) = 0. Both θ and ln r are harmonic. Since xy/r² = (sin 2θ)/2 and (x²−y²)/r² = cos 2θ, their Laplacians are −4xy/r⁴ and −4(x²−y²)/r⁴. Thus

∇²ux = −(b/2π) 2xy/[(1−ν)r⁴],

∇²uy = (b/2π)(x²−y²)/[(1−ν)r⁴].

The gradient of y/r² has components −2xy/r⁴ and (x²−y²)/r⁴, so

∂x div u = (b/2π)[(1−2ν)/(1−ν)] 2xy/r⁴,

∂y div u = −(b/2π)[(1−2ν)/(1−ν)](x²−y²)/r⁴.

Both components of the equilibrium equation cancel.

The angle θ is the only multivalued term. It grows by 2π around the line, so ux grows by b, as the Burgers vector requires.

It remains to exclude a net force on the line. Differentiation gives

σxy = μ(∂y ux + ∂x uy) = D x(x²−y²)/r⁴, D = μb/[2π(1−ν)].

With the Lamé constant λ = 2μν/(1−2ν), one also finds

σyy = λ div u + 2μ ∂y uy
= D{−2νy/r² − (1−2ν)y/r² + 2x²y/r⁴}
= D y(x²−y²)/r⁴.

On a circle the y traction is σxy cos θ + σyy sin θ = D cos 2θ/r, whose integral vanishes. The x traction is σxx cos θ + σxy sin θ. Here σxx is odd and σxy is even in y, so the traction is odd and also integrates to zero.

Finally, K = 2μ(1+ν)/[3(1−2ν)]. Inserting this and div u in p = −K div u cancels 1−2ν and gives the stated pressure. ∎

Other fields that decay away from the line, with neither closure failure nor line force, fall at least one power of r faster. They depend on the core and are left out here.

**4. Lemma 2: the interaction energy is pΔV**

Let the dopant be a sphere S of volume Vs with stress-free misfit strain e in each direction. Label the dislocation field 1 and the misfit field 2, in a finite body with a free surface. Only elastic strain stores energy, so the stress of field 2 comes from ε² − ε*, where the superscript is a label and ε* equals e times the unit tensor inside S and zero outside.

The energy is quadratic in the elastic strains. By the symmetry of the elastic constants, its two cross terms are equal and add to

E = ∫ σ¹:(ε² − ε*) dV.

Field 1 has balanced stresses, no line force and no surface traction, while u² is continuous. Integration by parts therefore gives ∫σ¹:ε² dV = 0. What remains is

E = −e ∫_S (σ¹xx + σ¹yy + σ¹zz) dV = 3e ∫_S p dV.

The misfit is now related to ΔV. In a traction-free body the volume average of each stress component vanishes, because

∫ σij dV = ∮ xj ti dS = 0,

where t is the surface traction. The elastic dilatation of field 2 therefore integrates to zero, and the total volume change is that of the misfit:

ΔV = 3eVs.

The function y/r² = ∂y ln r is harmonic, so its average over a sphere that does not touch the line equals its value at the centre. Hence 3e∫_S p dV = 3eVs p(centre) = pΔV. ∎

The relevant volume is thus that of the free crystal, including the relaxation of its outer surface. The non-uniformity of p gives no size correction under assumption (b).

**5. Lemma 3: the occupation law**

Divide the crystal into regions i with Mi sites, dopant fraction xi and energy Ei per dopant. For large Mi, Stirling's formula gives the free energy

F = Σi Mi{xiEi + kT[xi ln xi + (1−xi) ln(1−xi)]}.

The dopant number Σi Mixi is fixed. With a Lagrange multiplier η, the derivative with respect to xi gives

Ei + kT ln[xi/(1−xi)] = η.

The second derivative of F, MikT/[xi(1−xi)], is positive, so this is the minimum. Far away E = 0 and xi = x0, which fixes η and yields the law in the theorem. ∎

A finite crystal can be summed without Stirling's formula. For 4000 sites at energy −1.3kT, 6000 sites at zero energy and 1500 dopants, the ratio of the odds xi/(1−xi) in the two groups is 3.6698. The law gives exp(1.3) = 3.6693.

*Proof of the theorem.* Lemmas 1 and 2 give E = A sin θ/r, and Lemma 3 gives the occupation. If x_d and x0 are small, both denominators 1−x_d and 1−x0 may be replaced by 1. Multiplication by the site density gives c. ∎

**6. Shape and content of the atmosphere**

Define the length

L = |A|/kT.

Take A < 0; the other sign reflects the pattern in y. In the dilute limit ln(c/c0) = L sin θ/r. On a contour c = qc0 with q > 1,

r = d sin θ, d = L/ln q, or x² + y² = dy.

Each contour is a circle of diameter d that passes through the dislocation line and has its centre at y = d/2. For q < 1 the circle lies below the line and has diameter L/|ln q|. At fixed elastic constants and ΔV, L is proportional to 1/T.

**Corollary.** The dilute excess per unit length between rc and R is

N = 2πc0 ∫ from rc to R of [I0(L/r) − 1] r dr,

where I0 is the modified Bessel function.

*Proof.* Expand exp(s sin θ) with s = L/r. Odd powers average to zero, and the average of sin²ᵏθ is (2k)!/[4ᵏ(k!)²]. The angular average is therefore

Σ from k=0 of (s/2)²ᵏ/(k!)² = I0(s).

Subtracting the uniform density and integrating over the area gives N. ∎

Integration term by term gives

N = 2πc0{(L²/4) ln(R/rc) + Σ from k=2 of [(L/2)²ᵏ/(k!)²][rc^(2−2k) − R^(2−2k)]/(2k−2)}.

The two limits behave differently. For r ≫ L, the first-order enrichment above the line cancels the depletion below it, and the second-order remainder contributes (π/2)c0L² ln R. A single dislocation in an infinite crystal thus has no finite total excess. In a crystal with dislocation density ρd, a natural cut-off is the cell radius R = 1/√(πρd), provided that neighbouring lines are arranged so that their fields cancel at long range, as in a checkerboard of alternating signs. Other alternating arrays shift the effective cut-off by a factor of a few: it is about 0.45R when the sign alternates only along x, and about 4R when it alternates only along y. For lines of random sign and position the mean squares of the fields add, and the cut-off grows with the size of the crystal.

For r ≪ L, I0(L/r) approaches exp(L/r)/√(2πL/r), so the dilute excess depends strongly on rc. Site exclusion keeps the density finite there, but does not supply the missing core physics.

**7. Remark: ionized dopants**

Assumption (d) can be relaxed for r ≫ L. Consider singly charged acceptors, and let w be the electrostatic energy of one acceptor ion. The remote electron and hole densities are n and ph, with ph = n + c0 for neutrality. For non-degenerate carriers with unshifted band edges, the charge density is

ρ = ph exp(w/kT) − n exp(−w/kT) − c0 exp[−(E+w)/kT].

The acceptor charge is −1, so w is minus the potential, and Poisson's equation reads ∇²w = 4πρ/ε_r, with ε_r the relative permittivity. To first order,

∇²w = κ²(w + fE),

κ² = 4π(n+ph+c0)/(ε_r kT), f = c0/(n+ph+c0).

Because ∇²E = 0, one solution is −fE. The decaying homogeneous solution with the same angular dependence is K1(κr) sin θ, where K1 is a modified Bessel function with K1(z) → 1/z for small z. Choosing its coefficient to remove the 1/r singularity gives

w = −fE[1 − κrK1(κr)].

For κr ≫ 1 the total energy becomes E + w = (1−f)E. The charge of the displaced dopants opposes further segregation. If dopants greatly outnumber thermally generated carriers, ph ≈ c0 and n ≈ 0, so f → 1/2 and the far-field energy is halved. If the intrinsic density ni is much larger than c0, f ≈ c0/(2ni) is small. Donors give the same result with the charges exchanged.

**8. Boron near an edge dislocation in silicon**

The example is a Lomer-type dislocation with line [1−10], Burgers vector (a/2)[110] and half-plane direction [001]. Rough typical values are C11 = 166, C12 = 64 and C44 = 80 GPa, with lattice constant a = 5.43 Å and ΔV = −15 Å³. The mean of the Voigt and Reuss averages gives μ = 66.8 GPa and ν = 0.222; b = a/√2 = 3.84 Å. The temperature is 1273 K, so kT = 0.1097 eV. The remote boron density is 10¹⁸ cm⁻³, or x0 = 2.0 × 10⁻⁵.

The pressure coefficient is

66.79 × 3.840 × 1.2223/(3π × 0.7777) = 42.77 GPa Å.

Multiplying by ΔV, with 1 eV/Å³ = 160.2 GPa, gives

A = −15 × 42.77/160.2 = −4.00 eV Å,

L = 4.004/0.1097 = 36.5 Å = 3.65 nm.

Take rc = 2b = 7.68 Å. Directly above the line at this radius,

E = −4.004/7.679 = −0.521 eV,

c/c0 = exp(36.50/7.679) ≈ 116.

The density is about 1.2 × 10²⁰ cm⁻³. At the mirror point below the line, c/c0 is 0.0086. At 50 Å the ratios are 2.1 above and 0.48 below. The contour c = 2c0 has diameter 36.50/ln 2 = 52.7 Å, and that for 10c0 has diameter 15.9 Å.

For ρd = 10⁹ cm⁻², R = 1784 Å. The excess outside 2b is 0.0135 per Å, or 0.135 per nm: about one extra boron atom per 7 nm of line. Of this, 0.0053 per Å lies inside L, so about 60% belongs to the weak outer region. These values depend on how the lines are arranged: square arrays of this density give 0.0134 per Å for a checkerboard of signs, 0.0118 for signs alternating along x and 0.0164 for signs alternating along y, with an outer share between 55 and 68%. The excess is 0.13% of the dopants in the cell, which justifies treating the remote crystal as a reservoir here.

Moving the inner radius to b triples the dilute excess to 0.042 per Å; site exclusion lowers that to 0.040. The formula predicts half-filled sites at 3.4 Å, inside the core, where it has no authority.

**9. Reliability of the numbers**

At rc the pressure is 5.6 GPa and the dilatation has size 0.057, so linear elasticity is already strained. Cubic anisotropy barely changes the peak for this orientation: a full anisotropic solution gives −0.522 eV, still directly above the line. Away from that direction it departs from sin θ: at rc and θ = 30° it gives −0.20 eV against the isotropic −0.26 eV, and the excess outside 2b becomes 0.0133 per Å. Thermal softening matters more. Lowering μ and K by 10% at fixed ν reduces the peak ratio from 116 to 72, because the energy stands in an exponent.

A scale for the effect of the dopant's different compressibility, directly above the line at rc, is KΩ(div u)²/2 = 0.020 eV, where Ω is the volume per site. A different shear stiffness matters most beside the line, where the corresponding scale at θ = 0 is σxy²Ω/(2μ) = 0.044 eV.

The atmosphere also strains the crystal. For a smooth density, write u = ∇ψ. Force balance gives (K+4μ/3) div u = KΔVc, hence a self-pressure

K(ΔVc − div u) = [4μK/(3K+4μ)]ΔVc.

Multiplied by ΔV, this is 0.008 eV at the peak density. It is a scale only, not an energy to be added to E. For the separate spheres of assumption (b), this mean pressure lies inside the dopants themselves. In a large isotropic crystal the displacement outside a misfit sphere is radial and varies as 1/s² with the distance s from its centre, so it has no dilatation and puts no pressure on other dopants.

For the electrostatic terms, take ni = 10¹⁹ cm⁻³ and ε_r = 12. Then f = 0.048 and 1/κ = 18.6 Å, and the linear formula gives w = 0.003 eV at rc. This is a scale only, since |E| exceeds kT there. Placing the excess between 2b and L on the axis gives another scale, 0.014 eV. A repulsion of 0.01 to 0.02 eV would lower the peak ratio by roughly 10 to 20%, so assumption (d) is only approximate near the core.

A charged core can matter more. Summing screened point charges along a line of charge q per length gives an energy of size (2q/ε_r)K0(κr), with K0 a modified Bessel function. An assumed 0.05 electron per length b gives 0.034 eV at rc. Negative core charge repels boron ions and would reduce the ratio there by a factor exp(0.034/0.1097) ≈ 1.4. Strain also shifts the band gap, by 0.085 eV at rc for an assumed 1.5 eV per unit dilatation; its effect on the local carriers is not included. This effect is not confined to the core. If the conduction and valence edges shift by δc and δv, linearized neutrality far from the line gives w ≈ −fE − (δc+δv)/2 for ni ≫ c0. The shifts fall off as 1/r, like E, and their term can exceed fE, so the far-field energy (1−f)E holds only where they are negligible. If the assumed gap shift lay wholly in the conduction edge, the far-field energy would be about 0.88E instead of 0.95E; wholly in the valence edge, about 1.03E. The effective L scales by the same factor.

Equilibrium needs time. The rough diffusivity D = (1 cm²/s) exp(−3.5 eV/kT) is 1.4 × 10⁻¹⁴ cm²/s at 1273 K. The time scale L²/D is about 10 s, while R²/D is 2.3 × 10⁴ s, or about 6 hours. Filling the inner atmosphere takes several times L²/D, because its dopants must arrive from farther out. An anneal of a few minutes can therefore build most of it without equilibrating the logarithmic tail. Extrapolated to 300 K, L²/D is of order 10⁴⁶ s, so the atmosphere freezes in during cooling. Its width at device temperature must not be found by putting 300 K in L. Nor does it always keep its 1273 K form: with the same diffusivity, cooling at 1 K/s gives a diffusion length √(∫D dt) of about 70 Å, enough for the inner atmosphere to readjust on the way down. Only much faster cooling preserves the 1273 K profile.

Compared with real silicon, the boron density is moderate, but 10⁹ cm⁻² is far above the dislocation density of device-grade wafers and suits a heavily defective layer. Many dislocations in silicon are not pure edge. A screw component, uz = bθ/2π, has no dilatation in isotropic elasticity. For an undissociated 60° dislocation the edge part is b sin 60°, so A falls by the factor 0.87. At the same radius and temperature, the peak ratio becomes exp(0.866 × 4.753) ≈ 61 instead of 116. Dissociation, core reconstruction, chemical binding in the core and dopant clustering can change the inner atmosphere further. The density near rc is therefore an estimate, while L and the contours farther out depend less on the core. The remaining values are in the numerical output.

Values computed for the example and the checks

```
INPUTS (rough typical values, boron in silicon)
C11, C12, C44: 166, 64, 80 GPa
lattice constant, b: 5.43, 3.840 angstrom
averaged mu, K: 66.79, 98.00 GPa; nu: 0.2223
relaxation volume dV: -15 angstrom^3
T: 1273 K; kT: 0.1097 eV
remote density c0: 1.0e+18 cm^-3; site fraction: 2.00e-05
intrinsic density: 1.0e+19 cm^-3; permittivity: 12
dislocation density: 1.0e+09 cm^-2
core radius rc = 2b: 7.679 angstrom; R: 1784 angstrom
ATMOSPHERE
A: -4.004 eV angstrom
L = |A|/kT: 36.50 angstrom = 3.650 nm
pressure at rc above the line: 5.569 GPa
r=7.68 angstrom: E above -0.5214 eV, c/c0 above 115.9, below 0.008626
r=20.00 angstrom: E above -0.2002 eV, c/c0 above 6.202, below 0.1612
r=50.00 angstrom: E above -0.0801 eV, c/c0 above 2.075, below 0.4819
r=100.00 angstrom: E above -0.0400 eV, c/c0 above 1.44, below 0.6942
peak density at rc: 1.159e+20 cm^-3
contour c/c0=2: diameter 52.66 angstrom
contour c/c0=10: diameter 15.85 angstrom
radius of half-filled sites: 3.374 angstrom
excess, rc=2b: 0.01347 per angstrom = 0.1347 per nm
excess between 2b and L: 0.005266 per angstrom
excess, inner radius b: 0.04153 per angstrom
site-limited excess, 2b and b: 0.01347, 0.03974 per angstrom
TEST VALUES
misfit sphere: coupling/(p dV): 1.000000
canonical odds ratio: 3.66980; law: 3.66930
NEGLECTED EFFECTS
anisotropic minimum E at rc: -0.5221 eV at 90.0 deg
anisotropic peak c/c0 at rc: 116.6
peak c/c0 at rc with mu and K 10 % lower: 72.07
dilatation size at rc: 0.05683
dopant stiffness term at rc (scale): 0.01977 eV
atmosphere self-pressure energy at rc: 0.007596 eV
screening length: 18.60 angstrom; f: 0.0476
f at c0 = 1e20 cm^-3: 0.4951
linear electrostatic energy above line at rc: 0.003273 eV
atmosphere charge energy at rc (scale): 0.01374 eV
core charge 0.05 e per b, energy at rc: 0.0340 eV
gap shift at rc: 0.0852 eV (for 1.5 eV per unit dilatation)
hole density / band density (mass 1): 0.04793
excess / dopants in cell: 0.001347
D0: 1.0 cm^2/s; Ea: 3.5 eV; D(T): 1.39e-14 cm^2/s
time L^2/D: 9.57 s at T, 8.4e+45 s at 300 K
time R^2/D at T: 2.29e+04 s
```
